\section*{Coulomb shadowing of the second atom in a vibrating row}

\section*{The problem}

A uniform, parallel beam of ions enters a crystal along a row of atoms. The first atom repels the ions and partly shields the second. A nuclear encounter needs a passage so close that the target nucleus may be treated as a point, so the encounter yield is proportional to the ion flux at that point. We want this flux at the second nucleus, averaged over thermal vibration.

The ion has charge $Z_1$, mass $m$, speed $v$ and energy $E=mv^2/2$. The atoms have nuclear charge $Z_2$ and spacing $d$ along the beam axis $z$. The algebra uses atomic units, $\hbar=m_e=e^2/(4\pi\varepsilon_0)=1$. Until part (f) the force is that of a bare nucleus. The motion is classical, deflections are small, and the atoms stand still during the passage of an ion.

\section*{(a) Where does a deflected ion pass the second atom?}

An ion has impact parameter $b$ with respect to the first atom. Find its distance $r(b)$ from the line through that atom, parallel to the beam, when it reaches the plane of the second atom. Find the smallest value of $r$.

\subsection*{Solution}

For a small deflection the force may be evaluated on the straight path $z=vt$. Its transverse part points away from the atom. With $vt=b\tan\varphi$, the momentum gained is
\begin{align}
\Delta p&=\int_{-\infty}^{\infty}\frac{Z_1Z_2\,b\,dt}{(b^2+v^2t^2)^{3/2}}
=\frac{Z_1Z_2}{bv}\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi
=\frac{2Z_1Z_2}{bv},\\
\theta&=\frac{\Delta p}{mv}=\frac{2Z_1Z_2}{b\,mv^2}=\frac{Z_1Z_2}{Eb}.
\end{align}
If the kick acts at the first atom, the ion then drifts outward by $\theta d$:
\begin{equation}
r(b)=b+\frac{Z_1Z_2d}{Eb}=b+\frac{R_c^2}{4b},\qquad
R_c=2\sqrt{\frac{Z_1Z_2d}{E}} .
\label{map}
\end{equation}
The name $R_c$ is justified by completing a square:
\begin{equation}
r(b)=R_c+\left(\sqrt b-\frac{R_c}{2\sqrt b}\right)^2\ge R_c ,
\end{equation}
with equality at $b=R_c/2$. No ion crosses the plane of the second atom within $R_c$ of the axis, so $R_c$ is the radius of the shadow cone at the second atom.

The sudden kick is an approximation. On the straight path the slope at height $z$ is $(Z_1Z_2/2Eb)(1+z/\sqrt{b^2+z^2})$. Its integral from $-\infty$ to $d$ is
\begin{equation}
\frac{Z_1Z_2}{2Eb}\left(d+\sqrt{d^2+b^2}\right)
\simeq\frac{Z_1Z_2d}{Eb}\left(1+\frac{b^2}{4d^2}\right),
\end{equation}
so the drift in (\ref{map}) is good for $b\ll d$. At the cone edge $\theta=R_c/(2d)$. An ion with very small $b$ that lands at $r$ has $\theta\simeq r/d$. The small-angle treatment therefore needs both $R_c$ and the vibration amplitude to be small against $d$.

\section*{(b) How is the flux distributed outside the cone?}

Find the ratio $f(r)$ of the flux in the second plane to the incident flux. Does the flux removed from the cone reappear near its edge?

\subsection*{Solution}

Each $r>R_c$ is reached from two impact parameters, the roots of $b^2-rb+R_c^2/4=0$:
\begin{equation}
b_\pm=\frac{r\pm\sqrt{r^2-R_c^2}}{2}.
\end{equation}
The ions landing within $r$ are those with $b_-<b<b_+$. They came from the area $\pi(b_+^2-b_-^2)$, where
\begin{equation}
b_+^2-b_-^2=(b_++b_-)(b_+-b_-)=r\sqrt{r^2-R_c^2}.
\label{enclosed}
\end{equation}
With $u=r^2$, the enclosed area divided by $\pi$ is $N(u)=\sqrt{u(u-R_c^2)}$. A ring has area $\pi\,du$, so
\begin{equation}
f=\frac{dN}{du}=\frac{2r^2-R_c^2}{2r\sqrt{r^2-R_c^2}}\quad(r>R_c),
\qquad f=0\quad(r<R_c).
\label{flux}
\end{equation}
The flux diverges at the edge, but its integral is finite. Squaring (\ref{flux}) gives $f^2=1+R_c^4/[4u(u-R_c^2)]$, so $f>1$ everywhere outside the cone.

The excess outside the cone, as an area divided by $\pi$, is
\begin{equation}
\int_{R_c^2}^{\infty}(f-1)\,du
=\lim_{u\to\infty}\left[\sqrt{u(u-R_c^2)}-(u-R_c^2)\right]
=-\frac{R_c^2}{2}+R_c^2=\frac{R_c^2}{2}.
\label{excess}
\end{equation}
The cone itself lacks $R_c^2$, so within the map (\ref{map}) more than half of the removed flux is still missing inside any finite circle that encloses the cone. No ions are destroyed. For $R_c\ll b\ll d$ the outward shift is $R_c^2/(4b)$, and the area carried across a circle of radius $b$ is $2\pi b\,R_c^2/(4b)=\pi R_c^2/2$, independent of $b$. This is a property of the long Coulomb tail. Once $b$ is comparable with $d$, the sudden kick fails and the bare force carries still more area outward.

\section*{(c) What is the mean flux at the second nucleus?}

Let the displacement of the second atom relative to the first have independent Gaussian components along the two transverse axes, each with mean zero and variance $s^2$. Let $P$ be the mean flux at the second nucleus divided by its value without the first atom. With $q=R_c^2/(2s^2)$, show that
\begin{equation}
P=\frac q2\,e^{-q/2}K_1\!\left(\frac q2\right),
\label{result}
\end{equation}
where $K_1$ is the modified Bessel function of the second kind.

\subsection*{Solution}

The beam is uniform, so only the relative position $\boldsymbol\rho$ of the atoms matters. If they vibrate independently with variance $\sigma^2$ per axis, the variances add and $s^2=2\sigma^2$. The density of $\boldsymbol\rho$ is $G(\rho)=e^{-\rho^2/2s^2}/(2\pi s^2)$, and
\begin{equation}
P=\int G(\rho)f(\rho)\,d^2\rho .
\end{equation}
This ratio is called the hitting probability. It is the yield relative to an unshadowed atom, not the chance that a given ion hits.

The quantity $f\,d^2\rho$ is the incident area whose ions land in $d^2\rho$, with both roots $b_\pm$ included. We may therefore integrate over the incident beam:
\begin{equation}
P=\int_0^\infty 2\pi b\,G(r(b))\,db
=\int_0^\infty\frac{b\,db}{s^2}\exp\left[-\frac{r(b)^2}{2s^2}\right].
\label{impact}
\end{equation}
Without deflection $r=b$ and the integral is 1, as it must be. From (\ref{map}),
\begin{equation}
r^2=b^2+\frac{R_c^2}{2}+\frac{R_c^4}{16b^2}.
\end{equation}
Put $w=b^2/(2s^2)$, so that $dw=b\,db/s^2$, and use $R_c^2=2qs^2$. The three terms of $r^2/(2s^2)$ become
\begin{equation}
w,\qquad \frac{R_c^2}{4s^2}=\frac q2,\qquad
\frac{R_c^4}{32s^2b^2}=\frac{4q^2s^4}{64s^4w}=\frac{q^2}{16w}.
\end{equation}
Hence
\begin{equation}
P=e^{-q/2}J,\qquad J=\int_0^\infty\exp\left(-w-\frac{q^2}{16w}\right)dw .
\label{J}
\end{equation}
The substitution $w=(q/4)e^t$ makes the exponent symmetric in $t$:
\begin{align}
J&=\frac q4\int_{-\infty}^{\infty}e^t e^{-(q/2)\cosh t}\,dt
=\frac q2\int_0^\infty\cosh t\;e^{-(q/2)\cosh t}\,dt .
\end{align}
Here $e^t=\cosh t+\sinh t$, and the odd part integrates to zero. The last integral is the standard representation
\begin{equation}
K_1(x)=\int_0^\infty\cosh t\,e^{-x\cosh t}\,dt
\label{K1}
\end{equation}
at $x=q/2$, which proves (\ref{result}).

The flux picture gives the same answer. Set $u=R_c^2(1+\cosh t)/2$. Then $N=(R_c^2/2)\sinh t$ and $f\,du=dN=(R_c^2/2)\cosh t\,dt$, so
\begin{equation}
P=\int_{R_c^2}^\infty\frac{f\,du}{2s^2}e^{-u/2s^2}
=\frac q2e^{-q/2}\int_0^\infty\cosh t\,e^{-(q/2)\cosh t}\,dt .
\end{equation}

Two properties follow from (\ref{impact}). Since $r(b)>b$, we have $P<1$. At fixed $s$ and $b$, $r$ grows with $R_c$, so $P$ falls as $q$ rises.

\section*{(d) What happens for weak and for strong shadowing?}

Find the behaviour of $P$ for small and for large $q$. Compare it with a model that places all the flux removed from the cone on its rim.

\subsection*{Solution}

\textit{Weak shadowing.} Put $x=q/2$. From (\ref{J}),
\begin{equation}
1-J=\int_0^\infty e^{-w}\left(1-e^{-x^2/4w}\right)dw .
\end{equation}
Below $w=x^2$ the integrand is less than 1, so this range gives at most $x^2$. Above it we use $1-e^{-y}\le y$. For $x<1$ the contribution is at most
\begin{equation}
\frac{x^2}{4}\left(\int_{x^2}^1\frac{dw}{w}+\int_1^\infty e^{-w}dw\right)
\le\frac{x^2}{4}\left(\ln\frac1{x^2}+1\right).
\end{equation}
Thus $J$ has no linear term in $q$, and the factor $e^{-q/2}$ gives
\begin{equation}
P=1-\frac q2+O\!\left(q^2\ln\frac1q\right).
\end{equation}
The linear loss is the unrecovered area from part (b) times the central density of the Gaussian: $(\pi R_c^2/2)/(2\pi s^2)=q/2$.

\textit{Strong shadowing.} In (\ref{K1}) put $\cosh t=1+y$, so that $dt=dy/\sqrt{y(2+y)}$. For large $x$ only small $y$ matters:
\begin{align}
K_1(x)&=e^{-x}\int_0^\infty\frac{1+y}{\sqrt{2y}\,\sqrt{1+y/2}}\,e^{-xy}dy\notag\\
&\simeq\frac{e^{-x}}{\sqrt2}\int_0^\infty
\left(y^{-1/2}+\frac34y^{1/2}\right)e^{-xy}dy
=\sqrt{\frac{\pi}{2x}}\,e^{-x}\left(1+\frac{3}{8x}\right).
\end{align}
The two integrals used are $\sqrt{\pi/x}$ and $\sqrt\pi/(2x^{3/2})$. Inserting $x=q/2$ in (\ref{result}) gives
\begin{equation}
P\simeq\frac{\sqrt{\pi q}}2\,e^{-q}\left(1+\frac{3}{4q}\right).
\end{equation}

\textit{The rim model.} The undisturbed flux outside the cone contributes $e^{-q}$. The removed area $\pi R_c^2$, placed at $r=R_c$, adds $\pi R_c^2G(R_c)=qe^{-q}$. The total is
\begin{equation}
P_{\rm rim}=(1+q)e^{-q}=1-\frac{q^2}{2}+O(q^3).
\end{equation}
It has no linear loss because it returns all the flux at the rim itself, which closes on the axis as $q\to0$. For the Coulomb force the excess area is only $\pi R_c^2/2$, by (\ref{excess}), and it lies where $G<G(R_c)$. Therefore
\begin{equation}
e^{-q}<P<\left(1+\frac q2\right)e^{-q}<P_{\rm rim}.
\end{equation}

\section*{(e) How strong is the shadow for protons in silver?}

Evaluate $P$ for protons of 500\,000 eV along a close-packed row of silver near 300 K. Take $d=2.9$ angstrom and $\sigma=0.09$ angstrom per axis, both rough typical values, and let the atoms vibrate independently.

\subsection*{Solution}

In these units $Z_1Z_2$ becomes $Z_1Z_2e^2/(4\pi\varepsilon_0)=676.8$ eV angstrom, so
\begin{align}
R_c&=2\sqrt{\frac{676.8\times2.9}{500\,000}}\ \text{angstrom}
=0.125\ \text{angstrom}=0.0125\ \text{nm},\\
s&=\sqrt2\times0.09\ \text{angstrom}=0.127\ \text{angstrom},\\
q&=\frac{(0.1253)^2}{2(0.1273)^2}=0.485,\\
P&=0.2423\times e^{-0.2423}\times3.878=0.74 .
\end{align}
The last factor is $K_1(0.2423)$. For the bare force and independent vibration, the second atom keeps about three quarters of its unshadowed yield, and the first two atoms together give $1+P=1.74$ times the yield of one exposed atom. An empty shadow with undisturbed flux outside would give $e^{-q}=0.62$, and the rim model $0.91$. The second digit of $P$ depends on the rough amplitude: a Debye model with a Debye temperature between 225 and 200 K gives $\sigma$ from 0.090 to 0.101 angstrom and $P$ from 0.74 to 0.79. The deflection at the cone edge is 0.022 rad, so small angles are a sound assumption here.

\section*{(f) Which neglected effects matter?}

Estimate the effect of electronic screening, of changes in the vibration, and of the remaining approximations for the same example.

\subsection*{Solution}

\textit{Screening.} Use the Moli\`ere potential, a standard approximation for the screened nucleus:
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\sum_i\alpha_ie^{-\kappa_ir},\qquad
\kappa_i=\frac{\beta_i}{a},\quad
a=\left(\frac{9\pi^2}{128}\right)^{1/3}Z_2^{-1/3},
\end{equation}
with $\alpha=(0.35,0.55,0.10)$ and $\beta=(0.3,1.2,6)$. On the straight path put $z=b\sinh t$, so that $dz/r=dt$. The impulse then gives
\begin{align}
\theta(b)&=-\frac1{2E}\frac{d}{db}\int_{-\infty}^{\infty}V\,dz
=-\frac{Z_1Z_2}{E}\sum_i\alpha_i\frac{d}{db}
\int_0^\infty e^{-\kappa_ib\cosh t}dt\notag\\
&=\frac{Z_1Z_2}{E}\sum_i\alpha_i\kappa_iK_1(\kappa_ib).
\end{align}
We insert $r(b)=b+\theta(b)d$ in (\ref{impact}) and integrate numerically by adaptive quadrature. With $s$ fixed, the results are as follows.

\begin{center}
\begin{tabular}{rcccc}
$E$ (eV) & $R_c$ (angstrom) & $q$ & $P$, Coulomb & $P$, screened\\
200\,000 & 0.198 & 1.21 & 0.43 & 0.62\\
500\,000 & 0.125 & 0.485 & 0.74 & 0.84\\
1\,000\,000 & 0.089 & 0.242 & 0.868 & 0.920\\
2\,000\,000 & 0.063 & 0.121 & 0.935 & 0.961
\end{tabular}
\end{center}

The last digit of the screened column depends on the potential. Other common choices (the Firsov screening length, the ZBL potential, or a Hartree--Fock density of the free atom) move $P$ by up to 0.015 at 200\,000 eV, 0.006 at 500\,000 eV, 0.003 at 1\,000\,000 eV and 0.002 at 2\,000\,000 eV.

The difference in $P$ shrinks as $E$ rises, but the relative error of the loss $1-P$ does not. The Coulomb loss is about 1.5 times the screened loss at 200\,000 eV and 1.7 times at 2\,000\,000 eV. To first order in the shift $\theta d$, (\ref{impact}) gives
\begin{equation}
1-P\simeq\int_0^\infty\frac{b^2\,\theta(b)\,d}{s^4}\,e^{-b^2/2s^2}\,db .
\end{equation}
Both angles are proportional to $1/E$, so at fixed $s$ the ratio of the losses tends to a constant. High energy alone makes $P$ accurate, because both values tend to 1, but not the loss $1-P$. Very strong shadowing is an exception, because both losses then tend to 1. Otherwise an accurate loss needs the important impact parameters to be small against $a$, and hence both $R_c$ and $s$ small against it. In silver $a=0.130$ angstrom, close to both lengths at 500\,000 eV.

Minimizing the screened $r(b)$ numerically gives a cone radius of 0.112 angstrom (0.111 to 0.114 for the other potentials named above). Put into (\ref{result}), it yields $P=0.79$, which closes about half the gap between 0.74 and 0.84. This replacement corrects the radius of the cone but keeps the Coulomb form of the flux outside it, both near the edge and in the tail.

\textit{Vibration.} The following changes are made one at a time in the Coulomb formula at 500\,000 eV. If the displacements of the two atoms have correlation coefficient $c$, then $s^2=2\sigma^2(1-c)$. An assumed $c=0.2$ lowers $P$ to 0.68. A classical isotropic Debye estimate for neighbours in bulk silver gives $c\simeq0.38$ and $P=0.59$, but it treats all directions alike. Only displacements across the row count here, and these are less correlated than displacements along it. A classical harmonic fcc lattice with central forces between nearest neighbours gives a mean transverse $c$ of about 0.23 and $P$ of about 0.66. Amplitudes larger by an assumed factor 1.2, as a trial for looser binding at a surface, raise it to 0.82. For classical harmonic vibration $s^2\propto T$, and heating to 600 K gives 0.87. Heating halves $q$, just as doubling the energy does. This equivalence holds for the bare Coulomb force but not for the screened force used here: the screened integral gives 0.920 for doubled energy and 0.932 for doubled temperature.

\textit{Beam divergence.} A tilt $\psi$ moves the shadow by $d\psi$. A Gaussian divergence with rms angle $\psi$ per axis therefore adds $d^2\psi^2$ to $s^2$. For 0.05 degree, $P$ changes by about $10^{-4}$.

\textit{Wave effects.} Free flight from $\mathbf b$ to $\boldsymbol\rho$ has the phase $p|\mathbf b-\boldsymbol\rho|^2/(2d)$, with $p=mv$. For two paths separated by $\delta$, the Gaussian average over $\boldsymbol\rho$ suppresses interference by $\exp[-p^2s^2\delta^2/(2d^2)]$. The separations that count are thus of order $\delta=d/(ps)$, here 0.0015 angstrom. The Coulomb kick corresponds to a phase $2\eta\ln b$ with $\eta=Z_1Z_2/v=10.5$, since its derivative is $\Delta p$. For a radial separation, place the two paths at $b\pm\delta/2$, so that even powers of $\delta$ cancel in the phase difference. The part linear in $\delta$ gives the classical landing point. The next part, from expanding $2\eta\ln[(b+\delta/2)/(b-\delta/2)]$, is $\eta\delta^3/(6b^3)$, about $2\times10^{-5}$ rad at $b=R_c/2$. Classical motion is adequate here.

\textit{The real crystal.} The row spacing, amplitude and energy are meant to lie in the ordinary range for fast protons in silver. The bare Coulomb force is a poor assumption here: screening moves $P$ from 0.74 to 0.84. Independent vibration is doubtful too: the correlations tried above lower the Coulomb value by 0.06 to 0.15, while larger amplitudes raise it. Neither 0.74 nor 0.84 is a prediction of a measured surface yield, which also contains the deeper atoms of the row and depends on any displacement of the surface layers. Within the two-atom model, (\ref{result}) gives the direction of the change with energy and temperature, while a quantitative value for silver needs the screened integral and realistic, correlated vibrations.

All numerical values are calculated from the stated model.
